# The Casimir–Polder formula for dispersion, tested on two hydrogen atoms: test program

```python
"""Dispersion coefficient of two spherical atoms, E(R) = -C6/R^6.

Result under test (Gaussian units):
    C6 = (3 hbar/pi) * integral_0^inf alpha_A(iu) alpha_B(iu) du
and, for single poles alpha(iu) = alpha0/(1 + u^2/w^2), London's formula
    C6 = (3 hbar/2) alphaA alphaB wA wB/(wA + wB).
alpha(iu): dipole polarizability at imaginary angular frequency iu;
w: transition angular frequency; z: dipole matrix element divided by -e.
The numerical work uses hbar = m = e = 1 (hartree atomic units).
Hydrogen p states are expanded in r^2 exp(-r) times Laguerre polynomials.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.special import eval_genlaguerre, roots_laguerre


def hydrogen_p_matrix(size):
    """Matrix of H - E0 for l = 1 and the vector <basis|z|1s>."""
    x, weight = roots_laguerre(60)
    r = x / 2
    poly, slope = [], []
    for k in range(size):
        norm = np.sqrt(2 / ((k + 1) * (k + 2) * (k + 3) * (k + 4)))
        lag = eval_genlaguerre(k, 4, x)
        dlag = -eval_genlaguerre(k - 1, 5, x) if k > 0 else np.zeros_like(x)
        p = norm * x**2 * lag
        dp = 2 * norm * (2 * x * lag + x**2 * dlag)
        poly.append(p)
        slope.append(dp - p)
    poly, slope = np.array(poly), np.array(slope)
    w = weight / 2
    overlap = (poly * w) @ poly.T
    assert np.allclose(overlap, np.eye(size), atol=1e-9)
    ham = 0.5 * (slope * w) @ slope.T + (poly * w * (1 / r**2 - 1 / r)) @ poly.T
    z = (poly * w) @ (r * 2 * r) / np.sqrt(3)
    return ham + 0.5 * np.eye(size), z


def pseudostates(size):
    matrix, z = hydrogen_p_matrix(size)
    freq, vec = np.linalg.eigh(matrix)
    return freq, vec.T @ z


def alpha_sum(u, freq, z):
    u = np.atleast_1d(u)[:, None]
    return np.sum(2 * freq * z**2 / (freq**2 + u**2), axis=1)


def c6_double_sum(freq, z):
    return 6 * np.sum(np.outer(z**2, z**2) / (freq[:, None] + freq[None, :]))


def frequency_grid(points):
    x, w = np.polynomial.legendre.leggauss(points)
    return 0.5 * (1 + x) / (1 - x), w / (1 - x)**2


def london(alpha_a, alpha_b, w_a, w_b):
    return 1.5 * alpha_a * alpha_b * w_a * w_b / (w_a + w_b)


# Coulomb interaction of two hydrogen atoms, expanded in t = 1/R
t = sp.symbols("t")
x1, y1, z1, x2, y2, z2 = coords = sp.symbols("x1 y1 z1 x2 y2 z2", real=True)


def inverse_distance(dx, dy, dz):
    """R/|R zhat + d| as a function of t."""
    return 1 / sp.sqrt(1 + 2 * dz * t + (dx**2 + dy**2 + dz**2) * t**2)


bracket = (1 + inverse_distance(x2 - x1, y2 - y1, z2 - z1)
           - inverse_distance(x2, y2, z2) - inverse_distance(-x1, -y1, -z1))
coef = [sp.expand(sp.diff(bracket, t, k).subs(t, 0) / sp.factorial(k))
        for k in range(4)]
assert coef[0] == 0 and coef[1] == 0
assert sp.expand(coef[2] - (x1 * x2 + y1 * y2 - 2 * z1 * z2)) == 0
inverted = coef[3].subs({c: -c for c in coords}, simultaneous=True)
assert coef[3] != 0 and sp.expand(inverted + coef[3]) == 0

# Frequency integral that separates 1/(a+b)
for a, b in ((0.4, 0.9), (1.0, 1.0), (0.3, 2.5)):
    val = quad(lambda u: a * b / ((a*a + u*u) * (b*b + u*u)), 0, np.inf)[0]
    assert abs(2 / np.pi * val - 1 / (a + b)) < 1e-7

# Hydrogen: response integral against the second-order double sum
freq, z = pseudostates(20)
u_grid, u_weight = frequency_grid(60)
alpha_grid = alpha_sum(u_grid, freq, z)
c6 = 3 / np.pi * np.sum(u_weight * alpha_grid**2)
assert abs(c6 - c6_double_sum(freq, z)) < 1e-7
assert abs(c6 - 6.499) < 5e-4
alpha0 = alpha_sum(0.0, freq, z)[0]
f_sum = np.sum(2 * freq * z**2)
assert abs(alpha0 - 4.5) < 1e-8 and abs(f_sum - 1) < 1e-8

# Basis-free check: radial finite differences for alpha(iu) and C6
step = 0.01
r = step * np.arange(1, 4001)
source = 2 * r**2 * np.exp(-r) / np.sqrt(3)


def alpha_radial(u):
    band = np.zeros((3, r.size), dtype=complex)
    band[0, 1:] = band[2, :-1] = -0.5 / step**2
    band[1] = 1 / step**2 + 1 / r**2 - 1 / r + 0.5 + 1j * u
    return 2 * step * np.real(source @ solve_banded((1, 1), band, source))


u_fd, w_fd = frequency_grid(24)
alpha_fd = np.array([alpha_radial(u) for u in u_fd])
c6_fd = 3 / np.pi * np.sum(w_fd * alpha_fd**2)
# the radial grid has a discretization error of order step^2
assert np.max(np.abs(alpha_fd - alpha_sum(u_fd, freq, z))) < 2e-3
assert abs(c6_fd - c6) < 2e-3

# Real-time meaning of alpha(iu): dipole in a field growing as exp(ut)
freq6, z6 = pseudostates(6)
levels = np.concatenate(([0.0], freq6))
zmat = np.zeros((7, 7))
zmat[0, 1:] = zmat[1:, 0] = z6
field, growth = 1e-3, 0.5


def schroedinger(time, c):
    return -1j * (levels * c + field * np.exp(growth * time) * (zmat @ c))


start = np.zeros(7, dtype=complex)
start[0] = 1
final = solve_ivp(schroedinger, (-30, 0), start, method="DOP853",
                  rtol=1e-9, atol=1e-12).y[:, -1]
alpha_time = -np.real(final.conj() @ zmat @ final) / field
alpha_ref = alpha_sum(growth, freq6, z6)[0]
# remaining difference: nonlinear response of order field^2
assert abs(alpha_time / alpha_ref - 1) < 3e-4

# Diagonalization of two coupled atoms with 1s and px, py, pz states
n_p = 5
freq5, z5 = pseudostates(n_p)
dim = 1 + 3 * n_p
h_atom = np.diag(np.concatenate(([0.0], np.tile(freq5, 3))))
position = []
for axis in range(3):
    m = np.zeros((dim, dim))
    block = slice(1 + axis * n_p, 1 + (axis + 1) * n_p)
    m[0, block] = m[block, 0] = z5
    position.append(m)
distance = 20.0
coupling = sum(g * np.kron(p, p) for g, p in zip((1, 1, -2), position))
one = np.eye(dim)
h_pair = (np.kron(h_atom, one) + np.kron(one, h_atom)
          + coupling / distance**3)
c6_pair = -np.linalg.eigvalsh(h_pair)[0] * distance**6
assert abs(c6_pair / c6_double_sum(freq5, z5) - 1) < 2e-5

# London's formula: quadrature, and exact modes of unequal oscillators
w_a, w_b = 0.4, 0.9
a_a, a_b = 1 / w_a**2, 1 / w_b**2
c6_drude = london(a_a, a_b, w_a, w_b)
val = quad(lambda u: a_a / (1 + (u / w_a)**2) * a_b / (1 + (u / w_b)**2),
           0, np.inf)[0]
assert abs(3 / np.pi * val / c6_drude - 1) < 1e-7
shift = 0.0
for g in (1, 1, -2):
    k = g / distance**3
    modes = np.sqrt(np.linalg.eigvalsh([[w_a**2, k], [k, w_b**2]]))
    shift += 0.5 * (modes.sum() - w_a - w_b)
assert abs(-shift * distance**6 / c6_drude - 1) < 2e-5

# Single-pole bounds for hydrogen
w_first = 0.5 * (1 - 1 / 4)
w_sum = np.sqrt(1 / alpha0)
w_ion = 0.5
assert abs(freq[0] - w_first) < 1e-6
low = alpha0 / (1 + (u_grid / w_first)**2)
high = alpha0 / (1 + (u_grid / w_sum)**2)
assert np.all(low <= alpha_grid + 1e-7) and np.all(alpha_grid <= high + 1e-7)
c6_low, c6_high, c6_ion = (london(alpha0, alpha0, w, w)
                           for w in (w_first, w_sum, w_ion))
assert c6_low < c6 < c6_high < c6_ion

# Convergence with the number of p functions
sizes = (1, 2, 3, 5, 10, 20)
c6_sizes = [c6_double_sum(*pseudostates(n)) for n in sizes]
assert all(b >= a - 1e-9 for a, b in zip(c6_sizes, c6_sizes[1:]))
assert abs(c6_sizes[0] - 6) < 1e-9

hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = const.physical_constants["Bohr radius"][0] * 1e10
c6_ev = c6 * hartree_ev * bohr_angstrom**6
matrix2, zvec2 = hydrogen_p_matrix(2)
freq2, z2p = pseudostates(2)

print("Hydrogen, fixed nuclei; a0 = bohr, Eh = hartree")
print(f"two-function matrix D00 = {matrix2[0, 0]:.6f} Eh")
print(f"two-function matrix D01 = {matrix2[0, 1]:.6f} Eh")
print(f"two-function matrix D11 = {matrix2[1, 1]:.6f} Eh")
print(f"dipole vector, element 0 = {zvec2[0]:.6f} a0")
print(f"dipole vector, element 1 = {abs(zvec2[1]):.6f} a0")
for i in range(2):
    print(f"two-function state {i + 1}: hbar*w = {freq2[i]:.6f} Eh, "
          f"z^2 = {z2p[i]**2:.6f} a0^2")
for n, value in zip(sizes, c6_sizes):
    print(f"C6 with {n:2d} p functions = {value:.6f} Eh a0^6")
for u in (0.0, 0.25, 0.5, 1.0, 2.0):
    print(f"alpha(iu) at hbar*u = {u:.2f} Eh: "
          f"{alpha_sum(u, freq, z)[0]:.5f} a0^3")
print(f"oscillator-strength sum = {f_sum:.6f} (no unit)")
print(f"C6 from frequency integral = {c6:.6f} Eh a0^6")
print(f"C6 converted = {c6_ev:.4f} eV angstrom^6")
print(f"C6 from radial finite differences = {c6_fd:.5f} Eh a0^6")
print(f"C6 from pair diagonalization, 5 p functions = {c6_pair:.5f} Eh a0^6")
print(f"alpha(iu), hbar*u = 0.5 Eh, real time = {alpha_time:.5f} a0^3")
print(f"2p alone: static polarizability = {2*z[0]**2/freq[0]:.4f} a0^3")
print(f"2p alone on both atoms: C6 = {3*z[0]**4/freq[0]:.4f} Eh a0^6")
print(f"London, first transition {w_first:.4f} Eh: C6 = {c6_low:.4f} Eh a0^6")
print(f"London, sum-rule energy {w_sum:.4f} Eh: C6 = {c6_high:.4f} Eh a0^6")
print(f"London, ionization {w_ion:.4f} Eh: C6 = {c6_ion:.4f} Eh a0^6")
print(f"London energy reproducing C6 = {c6 / (0.75 * alpha0**2):.5f} Eh")
print(f"example distance R = {distance:.1f} a0")
print(f"-C6/R^6 at this distance = {-c6 / distance**6:.4e} Eh")
print(f"retardation length c/w, first transition = "
      f"{1 / const.fine_structure / w_first:.1f} a0")
print("all tests passed")
```

Printed output:

```
Hydrogen, fixed nuclei; a0 = bohr, Eh = hartree
two-function matrix D00 = 0.500000 Eh
two-function matrix D01 = 0.223607 Eh
two-function matrix D11 = 0.900000 Eh
dipole vector, element 0 = 1.000000 a0
dipole vector, element 1 = 0.000000 a0
two-function state 1: hbar*w = 0.400000 Eh, z^2 = 0.833333 a0^2
two-function state 2: hbar*w = 1.000000 Eh, z^2 = 0.166667 a0^2
C6 with  1 p functions = 6.000000 Eh a0^6
C6 with  2 p functions = 6.482143 Eh a0^6
C6 with  3 p functions = 6.498444 Eh a0^6
C6 with  5 p functions = 6.499025 Eh a0^6
C6 with 10 p functions = 6.499027 Eh a0^6
C6 with 20 p functions = 6.499027 Eh a0^6
alpha(iu) at hbar*u = 0.00 Eh: 4.50000 a0^3
alpha(iu) at hbar*u = 0.25 Eh: 3.31262 a0^3
alpha(iu) at hbar*u = 0.50 Eh: 1.90539 a0^3
alpha(iu) at hbar*u = 1.00 Eh: 0.74244 a0^3
alpha(iu) at hbar*u = 2.00 Eh: 0.22447 a0^3
oscillator-strength sum = 1.000000 (no unit)
C6 from frequency integral = 6.499027 Eh a0^6
C6 converted = 3.8833 eV angstrom^6
C6 from radial finite differences = 6.49906 Eh a0^6
C6 from pair diagonalization, 5 p functions = 6.49902 Eh a0^6
alpha(iu), hbar*u = 0.5 Eh, real time = 1.90539 a0^3
2p alone: static polarizability = 2.9596 a0^3
2p alone on both atoms: C6 = 2.4636 Eh a0^6
London, first transition 0.3750 Eh: C6 = 5.6953 Eh a0^6
London, sum-rule energy 0.4714 Eh: C6 = 7.1595 Eh a0^6
London, ionization 0.5000 Eh: C6 = 7.5938 Eh a0^6
London energy reproducing C6 = 0.42792 Eh
example distance R = 20.0 a0
-C6/R^6 at this distance = -1.0155e-07 Eh
retardation length c/w, first transition = 365.4 a0
all tests passed
```
